# Ionization length of a finite cylindrical plasma from edge-to-centre density factors, part 2

A steady, quasineutral plasma of electrons and singly charged ions of mass $M$ fills a cylinder of radius $R$ and length $L$, measured to the sheath edge. We seek its edge densities, electron temperature and power balance. The density $n$ has its maximum $n_0$ at the centre. The edge-to-centre factors are $h_L$ (ends, on the axis) and $h_R$ (side, in the midplane). $G$ and $F$ are the means of the axial and radial profiles, relative to the centre, over the length and the cross section.

The uniform electron temperature $T_e$ is in eV, and $eT_e$ is the thermal energy in joules. Ions leave at the Bohm speed $u_B=\sqrt{eT_e/M}$. In gas of density $n_g$, each electron ionizes at frequency $\nu=n_gK(T_e)$, with rate coefficient $K$. The ionization length is $d=u_B/\nu$. For a nearly flat density ($F,G\to1$) it is given by the simple formula

$$d=\frac{RL}{2(Rh_L+Lh_R)}, \tag{4}$$

and for a product of axial and radial profiles by

$$\frac{\nu}{u_B}\equiv\frac1{d_p}=\frac{2h_L}{LG}+\frac{2h_R}{RF}. \tag{2}$$

The ends take the share $w_L=Rh_L/(Rh_L+Lh_R)$ of the loss in the flat approximation.

The constant-$D$ checks use the ion flux $-D\nabla n$ with $R=15$ cm and $L=10$ cm. The test has $D/u_B=2$ cm, and the flat limit has $D/u_B=50R$.

At low pressure, charge exchange with mean free path $\lambda$ gives ions of drift velocity $\mathbf u$ and speed $u$ a drag per unit mass $\pi u^2/(2\lambda)$. This assumes a constant cross section, a field that changes little over one free path, and a drift much faster than the gas atoms. The last assumption fails near the centre. In the example of Section 14, a rough allowance for the atoms' thermal motion lowers $h_L$ by about an eighth and $h_R$ by about a quarter, and lengthens $d$ and $d_p$ by some 10 to 20%.

Section 9 continues with the ion momentum equation, in which $x$ is the distance from the midplane or the axis.

**Momentum.** The electrons are in Boltzmann equilibrium, so the field is $\mathbf E=-T_e\nabla\ln n$ and the acceleration is $e\mathbf E/M=-u_B^2\nabla\ln n$. New ions start at rest and must be brought up to speed. This adds a drag $\nu u$, because $\nabla\cdot(n\mathbf u\mathbf u)=n\mathbf u\cdot\nabla\mathbf u+\nu n\mathbf u$. Ion pressure is neglected.

Let $v=u/u_B$, $\kappa=\nu/u_B$ and $\beta=\pi/(2\lambda)$. In one dimension, with $q=0$ for a slab and $q=1$ for a long cylinder, and with a prime for $d/dx$, continuity and momentum read

$$v(\ln n)'+v'+\frac{qv}x=\kappa,$$

$$vv'=-(\ln n)'-\kappa v-\beta v^2 .$$

Multiply the second equation by $v$ and replace $v(\ln n)'$ from the first:

$$v^2v'=-\kappa+v'+\frac{qv}x-\kappa v^2-\beta v^3 .$$

Collecting the terms in $v'$ gives

$$(1-v^2)v'=\kappa(1+v^2)+\beta v^3-\frac{qv}x .$$

If the right-hand side is positive at $v=1$, the slope $v'$ becomes infinite there. The quasineutral description ends at that point and the sheath begins, which is the origin of the Bohm condition. With $v$ as the independent variable nothing diverges:

$$\frac{dx}{dv}=\frac{1-v^2}{\kappa(1+v^2)+\beta v^3-qv/x}. \tag{6}$$

Integration starts at the centre, where $v\simeq\kappa x/(1+q)$. The value of $\kappa$ is adjusted until $v=1$ is reached at $x=L/2$ for the slab, or at $x=R$ for the cylinder. The density follows from the momentum equation.

## 10. Two limits for the slab

**No collisions.** With $\beta=q=0$, the momentum equation in conservative form is $(nv^2)'+n'=0$, so $n(1+v^2)=n_0$. At $v=1$ this gives $h_L=1/2$, and numerical integration of the full equations gives the same value. Equation (6) yields

$$\frac{\kappa L}2=\int_0^1\frac{1-v^2}{1+v^2}\,dv=\frac\pi2-1=0.571 .$$

The slab balance $\kappa=2h_L/(LG)$ then gives $G=0.5/0.571=0.88$.

**Many collisions.** Let $\lambda\ll L$, so that $\beta\gg\kappa$. The main contribution to $x$ then comes from $v\sim(\kappa/\beta)^{1/3}\ll1$, where $v^2$ is negligible beside one. To leading order,

$$\frac L2=\int_0^\infty\frac{dv}{\kappa+\beta v^3}=\frac{c}{\kappa^{2/3}\beta^{1/3}},\qquad c=\frac{2\pi}{3\sqrt3}=1.209 .$$

The edge density follows from integrating the momentum equation for $\ln n$. The inertia term $vv'$ enters in two ways. Directly it contributes $-\int_0^1v\,dv=-1/2$ to $\ln h_L$. Through the factor $1-v^2$ in (6) it changes the drag contribution by $+\int_0^1\beta v^4\,dv/(\kappa+\beta v^3)\simeq\int_0^1v\,dv=1/2$. The two effects cancel to this order. The term $\kappa v$ contributes only an amount of order $(\kappa/\beta)^{2/3}$, which is negligible. What remains is the drag term without inertia:

$$\ln h_L=-\int_0^1\frac{\beta v^2\,dv}{\kappa+\beta v^3}=-\frac13\ln\left(1+\frac\beta\kappa\right),$$

so $h_L\simeq(\kappa/\beta)^{1/3}$. The expression for $L/2$ gives $\kappa=c^{3/2}(L/2)^{-3/2}\beta^{-1/2}$. Inserting it, and then $\beta=\pi/(2\lambda)$, yields

$$h_L\simeq\sqrt{\frac{c}{\beta L/2}}=\sqrt{\frac{2c}\pi}\,\sqrt{\frac{2\lambda}L}=0.88\sqrt{\frac{2\lambda}L}.$$

The mean is $G=2h_L/(\kappa L)=1/c=0.83$.

In this drag model the slab mean is thus 0.88 without collisions and 0.83 with many. The simple formula is moderately too long for a slab in both limits. Constant diffusion with a nearly empty edge gave 0.64, so the simple formula suits low-pressure ion motion better. The collisional limit is approached only for $\lambda/L$ of about 0.01 or less, and it requires that the drift remain faster than the gas atoms. The drift in the bulk is of order $h_Lu_B$, which at such $\lambda/L$ is already below the atomic speed of argon at room temperature. A real gas of this kind therefore goes over toward the profile of constant diffusion before the limit is reached.

## 11. What separate factors leave out

Suppose that $h_L$ comes from a slab of width $L$, and $h_R$ from an infinitely long cylinder of radius $R$. Each of these one-dimensional plasmas has its own ionization frequency. The finite cylinder has a single, larger one, since it must replace both losses.

For constant $D$ the two frequencies add and the profile is a product. With charge-exchange drag this is no longer so. The drag vector is $\pi|\mathbf u|\mathbf u/(2\lambda)$, and $|\mathbf u|$ contains both velocity components, so radial motion changes the axial drag.

The size of this coupling can be found from a two-dimensional solution without the inertia term. The momentum equation is then

$$(\kappa+\beta|\mathbf v|)\,\mathbf v=-\nabla\ln n .$$

Taking magnitudes gives a quadratic equation for $|\mathbf v|$. Its positive root leads to a diffusion law whose coefficient depends on the density gradient:

$$n\mathbf v=-\frac{2}{\kappa+\sqrt{\kappa^2+4\beta|\nabla\ln n|}}\,\nabla n .$$

This law was solved on the cylinder with normal speed $u_B$ at all walls. The results appear in Section 14.

## 12. Electron temperature

Since $d=u_B/\nu$, the particle balance reads

$$n_gK(T_e)\,d=u_B(T_e). \tag{7}$$

A rate coefficient is needed. The Thomson model treats each outer electron of the atom as free and at rest. Let an electron of energy $E$ scatter from it by the Rutherford law through the angle $\theta$ in the centre-of-mass frame. It transfers the energy $\varepsilon=E\sin^2(\theta/2)$. The centre-of-mass energy is $E/2$, and $d\Omega=4\pi\,d\varepsilon/E$. With $b=e^2/(4\pi\epsilon_0)$,

$$d\sigma=\left(\frac{b}{2E}\right)^2\frac{E^2}{\varepsilon^2}\,\frac{4\pi\,d\varepsilon}{E}=\frac{\pi b^2}{E}\,\frac{d\varepsilon}{\varepsilon^2}.$$

Ionization requires $\varepsilon\ge I$, the threshold energy. With $b=2a_0{\rm Ry}$, where $a_0$ is the Bohr radius and Ry the Rydberg energy, integration from $I$ to $E$ for $N$ outer electrons gives

$$\sigma=C\left(\frac1{EI}-\frac1{E^2}\right),\qquad C=4\pi Na_0^2{\rm Ry}^2 .$$

Now average $\sigma$ times speed over a Maxwellian, with energies in eV and mean electron speed $\bar v=\sqrt{8eT_e/(\pi m)}$, where $m$ is the electron mass:

$$K=\frac{\bar v}{T_e^2}\int_I^\infty\sigma E\,e^{-E/T_e}dE .$$

Since $\sigma E=C(1/I-1/E)$, the two terms integrate to

$$K=\frac{\bar vC}{T_e^2}\left[\frac{T_e}Ie^{-I/T_e}-E_1\!\left(\frac I{T_e}\right)\right],\qquad E_1(t)=\int_t^\infty\frac{e^{-s}}s\,ds .$$

For $I\gg T_e$, $E_1(t)\simeq e^{-t}(1/t-1/t^2)$. The bracket becomes $(T_e/I)^2e^{-I/T_e}$, so $K\propto\sqrt{T_e}\,e^{-I/T_e}$. The Bohm speed also contains $\sqrt{T_e}$. Hence $K/u_B\propto e^{-I/T_e}$ to leading order, and at fixed $n_g$ equation (7) gives

$$\frac{\delta T_e}{T_e}\simeq-\frac{T_e}I\,\frac{\delta d}d . \tag{8}$$

The electron temperature is insensitive to errors in $d$.

## 13. Power balance

The density $n_0$ does not appear in (7), because source and loss are both proportional to it. In this model the absorbed power $P$ sets the density and not $T_e$. Let $\mathcal E$ be the energy in eV spent for each electron-ion pair that is created and lost, including excitation and the energy carried to the walls. In the flat approximation,

$$P=e\mathcal E\,u_Bn_0\left(2\pi R^2h_L+2\pi RLh_R\right)=e\mathcal E\,u_Bn_0\,\frac{\pi R^2L}{d}.$$

For a product profile the bracket becomes $2\pi R^2h_LF+2\pi RLh_RG$. Power affects $T_e$ once it heats the gas or makes ionization from excited atoms important.

## 14. Example: an argon etch reactor

Take $R=15$ cm, $L=10$ cm, a pressure of 5 mTorr and gas at 300 K. The gas density is $1.609\times10^{20}$ m$^{-3}$. With a rough ion-neutral cross section of $10^{-18}$ m$^2$, the ion mean free path is $\lambda=0.62$ cm.

**Length.** Integrating (6) for each geometry gives $h_L=0.2563$, $G=0.8562$, $h_R=0.1501$ and $F=0.7251$. The simple formula yields

$$d=\frac{150}{2(15\times0.2563+10\times0.1501)}\ {\rm cm}=\frac{150}{2(3.845+1.501)}\ {\rm cm}=14.0\ {\rm cm}.$$

The ends take $w_L=3.845/5.346=72\%$ of the loss. With the profile means,

$$\frac1{d_p}=\left(\frac{2\times0.2563}{10\times0.8562}+\frac{2\times0.1501}{15\times0.7251}\right){\rm cm}^{-1}=0.0875\ {\rm cm}^{-1},$$

so $d_p=11.4$ cm. The simple value is 23% longer than this.

**Coupling and inertia.** Without the inertia term, the one-dimensional factors are $h_L=0.287$ and $h_R=0.156$. They give $d=12.8$ cm and $d_p=10.2$ cm, while the two-dimensional solution gives 11.0 cm. Relative to that solution, the simple formula is 16% too long and the product formula 7% too short. The two errors of the simple formula, flatness and separation, thus partly cancel here in the length, though not in the density at given power treated below. The two-dimensional edge factors are 0.296 at the ends on the axis and 0.147 at the side in the midplane, close to the one-dimensional ones.

Leaving out inertia shortens the simple length from 14.0 to 12.8 cm. If the coupling changes $d_p$ by the same ratio when inertia is present, which was not computed, the best estimate within this model of cold atoms is $11.43\times11.02/10.24\simeq12$ cm.

**Temperature.** The Thomson model with $N=6$ and a rough threshold of 15.8 eV has a peak cross section of $3.9\times10^{-20}$ m$^2$. Just above threshold, which is the region that matters at a few eV, it is several times too large for argon. The temperatures below are therefore too low, by roughly 0.6 to 0.7 eV for gas at 300 K and 0.7 to 0.9 eV for the heated gas of Section 15, and serve mainly to compare different lengths. A prediction for a real reactor needs measured cross sections. With the simple $d$, equation (7) gives $T_e=2.23$ eV. At this temperature $u_B=2318$ m/s and $K=1.03\times10^{-16}$ m$^3$/s, so $\nu=1.65\times10^4$ s$^{-1}$. As a check, $u_B/\nu=0.140$ m.

With $d_p$ the temperature is 2.29 eV. A change of about a fifth in length moves $T_e$ by 3%, as (8) leads one to expect with $T_e/I=0.14$.

**Density at given power.** The flat loss bracket of Section 13, divided by $2\pi$, is $225\times0.2563+150\times0.1501=80.2$ cm$^2$. With the profile means it is $225\times0.2563\times0.7251+150\times0.1501\times0.8562=61.1$ cm$^2$. At fixed $P$, $\mathcal E$ and $T_e$, the product profile therefore has a centre density 31% higher. This figure leaves out the coupling of axial and radial motion, which makes the difference larger. Without inertia the mean density of the two-dimensional solution is about 0.55 of the centre value, against 0.59 for the product of the one-dimensional profiles. The centre density then exceeds the flat estimate by about 57% instead of 35%. The flat approximation matters more for the centre density than for the temperature.

## 15. Comparison with real reactors

Inductive argon reactors at a few mTorr typically have electron temperatures of roughly 2 to 4 eV and densities of roughly $10^{16}$ to $10^{18}$ m$^{-3}$. The example lies near the lower end of that temperature range, in large part because the Thomson model overestimates ionization near threshold. Another assumption that real devices break is cold gas. At 600 K and the same pressure, the gas density is halved and the ion free path doubled. The model then gives $h_L=0.320$, $h_R=0.199$, $d=11.0$ cm and $T_e=2.57$ eV. Halving the ionization rate at 300 K, to represent a depleted electron tail, gives $T_e=2.47$ eV. Both changes exceed that caused by the profile shape.

For a chosen centre density of $10^{17}$ m$^{-3}$, the Debye length at the side in the midplane is 0.09 mm. At the ends on the axis it is somewhat smaller, and near the rim, where the density is lowest, it is larger. A sheath ten times 0.09 mm thick would occupy about 1 mm, or 1% of $L$, at each end. A strongly biased electrode can have a thicker sheath, which must then be subtracted from the length.

Ionization from excited atoms would lower the required $T_e$, because it adds to the source at a given temperature. Negative ions in etching gases, magnetic fields and a non-uniform $T_e$ change the density profile or the source. None of these effects is sized here. The remaining figures for this example are in the numerical output.

## Values computed for the example and the checks

```
Radius R: 15 cm
Length L: 10 cm
Pressure: 5 mTorr
Gas temperature: 300 K
Ion-neutral cross section (rough): 1e-18 m^2
Ionization threshold (rough): 15.8 eV
Gas density: 1.609e+20 m^-3
Ion mean free path: 0.6213 cm
Constant-D test: D/u_B: 2 cm
Constant-D test: h_L: 0.4156
Constant-D test: h_R: 0.1597
Constant-D test: axial mean G: 0.7963
Constant-D test: radial mean F: 0.5369
Constant-D test: simple d: 9.578 cm
Constant-D test: product d: 6.943 cm
Constant-D test: 2D solver d: 6.943 cm
Flat limit: 2D d / simple d: 0.99735
Collisionless slab h_L: 0.5
Example h_L: 0.2563
Example h_R: 0.1501
Example axial mean G: 0.8562
Example radial mean F: 0.7251
Example simple d: 14.03 cm
Share of loss at the ends: 71.92 %
Example d with profile means: 11.43 cm
Thomson peak cross section: 3.914e-20 m^2
Electron temperature, simple d: 2.225 eV
Bohm speed: 2318 m/s
Ionization rate coefficient: 1.027e-16 m^3/s
Ionization frequency: 1.652e+04 1/s
Electron temperature, profile d: 2.293 eV
No inertia: h_L: 0.287
No inertia: h_R: 0.1557
No inertia: simple d: 12.8 cm
No inertia: d with profile means: 10.24 cm
No inertia: 2D d: 11.02 cm
No inertia: 2D end factor on axis: 0.296
No inertia: 2D side factor at midplane: 0.147
No inertia: T_e from simple d: 2.255 eV
No inertia: T_e from 2D d: 2.306 eV
2D grid change, 28 to 40 cells: 0.022 %
Heated gas temperature: 600 K
Heated gas: h_L: 0.3201
Heated gas: h_R: 0.1993
Heated gas: simple d: 11.04 cm
Heated gas: electron temperature: 2.574 eV
Halved ionization rate: T_e: 2.474 eV
Chosen centre density: 1e+17 m^-3
Largest edge Debye length: 90.51 um
```
